**Friedel–Krein relation for a lattice contact barrier**

The program tests $\Delta\rho=(2\pi i)^{-1}\,d\ln\det S/dE$, where $\Delta\rho$ is the excess density of states per spin of the joined system over its detached leads, and $S$ is the flux-normalised scattering matrix of the open modes. For a random complex Hamiltonian with two open modes and one closed mode, it asserts that a smoothed trace from finite-chain eigenvalues equals the value from the phase of $S$; both print as 0.1929194 states. $S$ is found by direct wave matching and is also asserted to agree with its Green-function form. For a model metal–silicon contact, the program asserts that the barrier-site and lead contributions add up to the phase derivative at four energies, and that explicit scattering waves reproduce the lead parts at the Fermi level. There the excess is 2.75 per eV, of which 2.16 per eV lies on the barrier sites. Electron counts at 300 K from the integrated phase are asserted to match those from long finite chains, with and without the barrier potential. The last part of the output sizes effects left out of the model, among which the heavy valleys change the transmission most.

## Check in Python

```python
"""Friedel-Krein relation for a lattice barrier attached to open leads.

Result under test, per spin:
    excess DOS = Tr[delta(E-H) - delta(E-H_cut)] = Im d/dE ln det S / (2 pi)
H     : barrier sites joined to semi-infinite chains (lead modes)
H_cut : the same chains detached, with the barrier sites absent
S     : flux-normalised scattering matrix of the open modes; phases refer to
        the extrapolated site 0 of each lead, whose true sites are 1, 2, ...
Each lead has site energy eps and hopping -hop. Energies are in eV.
V[:, a] holds the Hamiltonian elements between barrier sites and lead a.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.special import expit


def bloch_factor(E, eps, hop):
    """exp(ik) of the outgoing or decaying wave, for Im E >= 0."""
    E = np.asarray(E, dtype=complex)
    xbar = (eps - E.real) / (2 * hop) + 1j * E.imag / (2 * hop)
    return np.conj(xbar - np.sqrt(xbar - 1) * np.sqrt(xbar + 1))


def match_waves(E, H, V, eps, hop):
    """S from the lattice Schroedinger equation, without Green functions."""
    n, m = V.shape
    z = bloch_factor(E, eps, hop)
    is_open = np.abs(z.imag) > 1e-12
    norm = 1 / np.sqrt(np.where(is_open, 2 * hop * z.imag, 1.0))
    M = np.zeros((n + m, n + m), complex)
    M[:n, :n] = E * np.eye(n) - H
    M[:n, n:] = -V * (norm * z)
    M[n:, :n] = -V.conj().T
    M[n:, n:] = np.diag(norm * ((E - eps) * z + hop * z**2))
    channels = np.flatnonzero(is_open)
    rhs = np.zeros((n + m, len(channels)), complex)
    for col, a in enumerate(channels):
        rhs[:n, col] = V[:, a] * norm[a] / z[a]
        rhs[n + a, col] = -norm[a] * ((E - eps[a]) / z[a] + hop[a] / z[a]**2)
    return np.linalg.solve(M, rhs)[n + channels]


def green_region(E, H, V, eps, hop):
    z = bloch_factor(E, eps, hop)
    sigma = (V * (-z / hop)) @ V.conj().T
    return np.linalg.inv(E * np.eye(len(H)) - H - sigma), z


def green_smatrix(E, H, V, eps, hop):
    G, z = green_region(E, H, V, eps, hop)
    op = np.abs(z.imag) > 1e-12
    W = V[:, op] * np.sqrt(2 * z.imag[op] / hop[op])
    return -np.eye(op.sum()) + 1j * W.conj().T @ G @ W


def excess_parts(E, H, V, eps, hop):
    """Excess DOS on the barrier sites and in each lead."""
    G, z = green_region(E, H, V, eps, hop)
    dg = -z**2 / (hop**2 * (1 - z**2))
    vGv = np.einsum('ia,ij,ja->a', V.conj(), G, V)
    return -np.trace(G).imag / np.pi, (vGv * dg).imag / np.pi


def phase_dos(E, model, h=2e-5):
    dets = [np.linalg.det(match_waves(E + s * h, *model)) for s in (1, -1)]
    return np.angle(dets[0] / dets[1]) / (4 * np.pi * h)


# ---- General test: complex Hamiltonian, two open modes and one closed mode
rng = np.random.default_rng(7)
n0, length = 4, 150
A = rng.normal(size=(n0, n0)) + 1j * rng.normal(size=(n0, n0))
H0 = 0.3 * (A + A.conj().T)
V0 = 0.5 * (rng.normal(size=(n0, 3)) + 1j * rng.normal(size=(n0, 3)))
eps0, hop0 = np.array([0.0, 0.3, 4.0]), np.ones(3)
general = (H0, V0, eps0, hop0)
full = np.zeros((n0 + 3 * length,) * 2, complex)
full[:n0, :n0] = H0
for a in range(3):
    s = n0 + a * length
    full[s:s + length, s:s + length] = (
        eps0[a] * np.eye(length)
        - np.eye(length, k=1) - np.eye(length, k=-1))
    full[:n0, s] = V0[:, a]
    full[s, :n0] = V0[:, a].conj()
center, width = 0.2, 0.1


def window(E):
    return np.exp(-(E - center)**2 / (2 * width**2))


trace_direct = (window(np.linalg.eigvalsh(full)).sum()
                - window(np.linalg.eigvalsh(full[n0:, n0:])).sum())
grid = np.linspace(center - 8 * width, center + 8 * width, 6001)
phase = np.unwrap([np.angle(np.linalg.det(match_waves(E, *general)))
                   for E in grid])
slope = -(grid - center) / width**2 * window(grid)
trace_phase = -trapezoid(slope * phase, grid) / (2 * np.pi)
assert abs(trace_direct - trace_phase) < 1e-5
S_wave = match_waves(center, *general)
assert np.allclose(S_wave, green_smatrix(center, *general), atol=1e-10)
assert np.allclose(S_wave.conj().T @ S_wave, np.eye(2), atol=1e-10)

# ---- Contact example: rough values for a metal on heavily doped n-silicon
q, hbar, m0 = const.e, const.hbar, const.m_e
barrier, zeta, gap = 0.6, 0.07, 1.1       # eV; energies from the Fermi level
doping, eps_r, temp = 1e26, 11.7, 300.0   # m^-3, relative, K
light, heavy = 0.2, 0.9                   # masses in units of m0
spacing, hop_metal = 0.25e-9, 2.5         # m, eV
kT = const.k * temp / q
permittivity = eps_r * const.epsilon_0
bending = barrier + zeta
depletion = np.sqrt(2 * permittivity * bending / (q * doping))
sites = int(depletion / spacing + 0.5)
x = (np.arange(sites) + 0.5) * spacing


def contact(mass=light, with_barrier=True, image=False):
    hop_semi = hbar**2 / (2 * mass * m0 * spacing**2) / q
    U = bending * (1 - x / depletion)**2 if with_barrier else 0 * x
    if image:
        U = U - q / (16 * np.pi * permittivity * x)
    eps = np.array([0.0, -zeta + 2 * hop_semi])
    hop = np.array([hop_metal, hop_semi])
    H = np.diag(eps[1] + U) - hop_semi * (
        np.eye(sites, k=1) + np.eye(sites, k=-1))
    V = np.zeros((sites, 2))
    V[0, 0] = -np.sqrt(hop_metal * hop_semi)
    V[-1, 1] = -hop_semi
    return H, V, eps, hop


def transmission(E, model):
    S = match_waves(E, *model)
    return abs(S[1, 0])**2 if len(S) == 2 else 0.0


def total_excess(E, model):
    region, leads = excess_parts(E, *model)
    return region + leads.sum()


bar, flat = contact(), contact(with_barrier=False)
energies = [-0.3, 0.0, 0.3, 0.7]
rows = []
for E in energies:
    region, leads = excess_parts(E, *bar)
    total = region + leads.sum()
    from_phase = phase_dos(E, bar)
    assert abs(total - from_phase) < 1e-4 * (1 + abs(total))
    assert abs(total_excess(E, flat) - phase_dos(E, flat)) < 1e-3
    rows.append((E, transmission(E, bar), from_phase, region, leads.sum(),
                 total - total_excess(E, flat)))

# ---- Transmission phase, and lead parts from explicit scattering waves
h = 2e-5
S_up, S_down = match_waves(h, *bar), match_waves(-h, *bar)
dos_from_t = np.angle(S_up[1, 0] / S_down[1, 0]) / (2 * np.pi * h)
region, leads = excess_parts(0.0, *bar)
total = region + leads.sum()
assert abs(dos_from_t - total) < 1e-4 * (1 + abs(total))
assert abs(region - total) > 0.1 * abs(total)
S = match_waves(0.0, *bar)
z = bloch_factor(0.0, bar[2], bar[3])
j = np.arange(1, 40001)
cutoff = np.exp(-(j / 4000.0)**2)
wave_sums = []
for a in range(2):
    out = z[a]**j
    density = sum(abs((a == b) * out.conj() + S[a, b] * out)**2
                  for b in range(2))
    change = ((density - abs(out.conj() - out)**2)
              / (4 * np.pi * bar[3][a] * z[a].imag))
    wave_sums.append((cutoff * change).sum())
    closed_form = (-((1 + S[a, a]) * z[a]).imag
                   / (4 * np.pi * bar[3][a] * z[a].imag**2))
    assert abs(wave_sums[-1] - leads[a]) < 1e-4
    assert abs(wave_sums[-1] - closed_form) < 1e-4
sharp = np.cumsum(change)
ripple = (sharp.max() - sharp.min()) / 2
ripple_formula = abs(1 + S[1, 1]) / (4 * np.pi * bar[3][1] * z[1].imag**2)
assert abs(ripple / ripple_formula - 1) < 2e-3

# ---- Integrated law against eigenvalues of long finite chains
coarse = np.arange(-5.5, -1.0, 1e-3)
fine = np.linspace(-1.0, 1.0, 40001)
E_all = np.concatenate([coarse, fine])


def added_states(model):
    """Cumulative added states from the phase of the region determinant."""
    H, V, eps, hop = model
    diagonal = [E_all - H[i, i] + 0j for i in range(sites)]
    for a, end in ((0, 0), (1, -1)):
        g = -bloch_factor(E_all, eps[a], hop[a]) / hop[a]
        diagonal[end] = diagonal[end] - V[end, a]**2 * g
    before, now = np.ones(len(E_all), complex), diagonal[0]
    for i in range(1, sites):
        before, now = now, diagonal[i] * now - H[i, i - 1]**2 * before
    angle = np.unwrap(np.angle(now))
    return (angle[0] - angle)[len(coarse):] / np.pi


def occupied(diag, off):
    levels = eigh_tridiagonal(diag, off, eigvals_only=True)
    return expit(-levels / kT).sum()


def finite_count(model, L=800):
    H, V, eps, hop = model
    left, right = np.full(L, eps[0]), np.full(L, eps[1])
    tl, tr = np.full(L - 1, -hop[0]), np.full(L - 1, -hop[1])
    joined = occupied(np.concatenate([left, np.diag(H), right]),
                      np.concatenate([tl, [V[0, 0]], np.diag(H, 1),
                                      [V[-1, 1]], tr]))
    return joined - occupied(left, tl) - occupied(right, tr)


thermal = expit(fine / kT) * expit(-fine / kT) / kT
xi_bar, xi_flat = added_states(bar), added_states(flat)
count_phase = [trapezoid(thermal * xi, fine) for xi in (xi_bar, xi_flat)]
count_direct = [finite_count(model) for model in (bar, flat)]
assert np.allclose(count_phase, count_direct, atol=2e-5)
zero = len(fine) // 2
shift_cold = xi_bar[zero] - xi_flat[zero]

# ---- Size of neglected effects
field = 2 * bending / depletion
image_lowering = np.sqrt(q * field / (4 * np.pi * permittivity))
imaged, heavy_model = contact(image=True), contact(mass=heavy)
E_t = np.linspace(-zeta + 1e-7, 1.0, 3001)
T_thermal = trapezoid(
    [transmission(E, bar) for E in E_t]
    * expit(E_t / kT) * expit(-E_t / kT) / kT, E_t)
turn = depletion * (1 - np.sqrt(zeta / bending))


def decay_exponent(two_band):
    def kappa(s):
        depth = max(bending * (1 - s * turn / depletion)**2 - zeta, 0.0)
        if two_band:
            depth *= 1 - depth / gap
        return np.sqrt(2 * light * m0 * q * depth) / hbar
    return 2 * turn * quad(kappa, 0, 1)[0]


mass_dos = (light**2 * heavy)**(1 / 3) * m0
fermi_half = 2 / np.sqrt(np.pi) * quad(
    lambda u: np.sqrt(u) * expit(zeta / kT - u), 0, 60)[0]
density_bulk = 12 * (mass_dos * const.k * temp
                     / (2 * np.pi * hbar**2))**1.5 * fermi_half
screening = np.sqrt(2 * permittivity * zeta / (3 * q * doping))

print("GENERAL TEST (energies in units of the lead hopping)")
print(f"smoothed trace, eigenvalues: {trace_direct:.7f} states")
print(f"smoothed trace, phase of S: {trace_phase:.7f} states")
print("CONTACT INPUTS (Fermi level at 0 eV)")
print(f"barrier {barrier:.2f} eV, Fermi level above edge {zeta:.2f} eV")
print(f"doping {doping * 1e-6:.1e} cm^-3, relative permittivity {eps_r}")
print(f"normal mass {light} m0, temperature {temp:.0f} K, kT {kT:.5f} eV")
print(f"site spacing {spacing * 1e9:.2f} nm, barrier sites {sites}")
print(f"metal hopping {hop_metal:.3f} eV, metal site energy {bar[2][0]:.1f} eV")
print(f"semiconductor hopping {bar[3][1]:.4f} eV")
print(f"semiconductor site energy {bar[2][1]:.4f} eV")
print(f"interface hopping {-bar[1][0, 0]:.4f} eV")
print(f"band bending {bending:.2f} eV, depletion {depletion * 1e9:.3f} nm")
print("AT THE FERMI LEVEL")
print(f"k times spacing: metal {np.angle(z[0]):.5f}, "
      f"semiconductor {np.angle(z[1]):.5f} rad")
print(f"transmission {transmission(0.0, bar):.5e}")
print(f"phase of det S {np.angle(np.linalg.det(S)):.5f} rad")
print(f"excess DOS from det S {phase_dos(0.0, bar):.5f} 1/eV")
print(f"excess DOS from transmission phase {dos_from_t:.5f} 1/eV")
print(f"part on barrier sites {region:.5f} 1/eV")
print(f"part in metal lead {leads[0]:.5f} 1/eV")
print(f"part in semiconductor lead {leads[1]:.5f} 1/eV")
print(f"same lead parts from waves {wave_sums[0]:.5f}, {wave_sums[1]:.5f} 1/eV")
print(f"sharp-cutoff ripple, semiconductor {ripple:.4f} 1/eV")
print(f"same ripple from formula {ripple_formula:.4f} 1/eV")
print(f"flat-contact excess DOS {total_excess(0.0, flat):.5f} 1/eV")
print("ENERGY TABLE (eV; transmission; four DOS values in 1/eV)")
print("E, T, total from phase, barrier sites, leads, barrier minus flat")
for row in rows:
    print(f"{row[0]:5.2f} {row[1]:.4e} " + " ".join(f"{v:9.5f}" for v in row[2:]))
print("ADDED ELECTRONS PER SPIN AND MODE")
print(f"300 K barrier: phase {count_phase[0]:.6f}, chain {count_direct[0]:.6f}")
print(f"300 K flat: phase {count_phase[1]:.6f}, chain {count_direct[1]:.6f}")
print(f"barrier minus flat at 300 K {count_phase[0] - count_phase[1]:.5f}")
print(f"barrier minus flat at 0 K {shift_cold:.5f}")
print("NEGLECTED EFFECTS")
print(f"peak field {field * 1e-8:.3f} MV/cm")
print(f"image-force lowering estimate {image_lowering:.3f} eV")
print(f"with image potential: transmission {transmission(0.0, imaged):.4e}")
print(f"with image potential: excess DOS {total_excess(0.0, imaged):.4f} 1/eV")
print(f"heavy valley, mass {heavy} m0: T {transmission(0.0, heavy_model):.4e}")
print(f"heavy valley: excess DOS {total_excess(0.0, heavy_model):.4f} 1/eV")
print(f"thermal average transmission {T_thermal:.4e}")
print(f"T with half the kinetic energy transverse "
      f"{transmission(-zeta / 2, bar):.4e}")
print(f"WKB exponent: one-band {decay_exponent(False):.3f}, "
      f"two-band {decay_exponent(True):.3f}")
print(f"rough gap {gap:.1f} eV, bending/gap {bending / gap:.3f}")
print(f"bulk electron density at 300 K {density_bulk * 1e-6:.3e} cm^-3")
print(f"Thomas-Fermi screening length {screening * 1e9:.3f} nm")
print(f"mean dopant spacing {doping**(-1 / 3) * 1e9:.3f} nm")
print("OK")
```

Output:

```
GENERAL TEST (energies in units of the lead hopping)
smoothed trace, eigenvalues: 0.1929194 states
smoothed trace, phase of S: 0.1929194 states
CONTACT INPUTS (Fermi level at 0 eV)
barrier 0.60 eV, Fermi level above edge 0.07 eV
doping 1.0e+20 cm^-3, relative permittivity 11.7
normal mass 0.2 m0, temperature 300 K, kT 0.02585 eV
site spacing 0.25 nm, barrier sites 12
metal hopping 2.500 eV, metal site energy 0.0 eV
semiconductor hopping 3.0480 eV
semiconductor site energy 6.0260 eV
interface hopping 2.7604 eV
band bending 0.67 eV, depletion 2.944 nm
AT THE FERMI LEVEL
k times spacing: metal 1.57080, semiconductor 0.15169 rad
transmission 1.51117e-02
phase of det S -2.85265 rad
excess DOS from det S 2.74994 1/eV
excess DOS from transmission phase 2.74994 1/eV
part on barrier sites 2.15859 1/eV
part in metal lead -0.02051 1/eV
part in semiconductor lead 0.61185 1/eV
same lead parts from waves -0.02051, 0.61186 1/eV
sharp-cutoff ripple, semiconductor 2.0437 1/eV
same ripple from formula 2.0437 1/eV
flat-contact excess DOS 3.94203 1/eV
ENERGY TABLE (eV; transmission; four DOS values in 1/eV)
E, T, total from phase, barrier sites, leads, barrier minus flat
-0.30 0.0000e+00   0.03413   0.05042  -0.01628  -0.03915
 0.00 1.5112e-02   2.74994   2.15859   0.59135  -1.19209
 0.30 1.2870e-01   1.78572   1.88484  -0.09912   0.06735
 0.70 3.6464e-01   1.37343   1.53024  -0.15681   0.17124
ADDED ELECTRONS PER SPIN AND MODE
300 K barrier: phase 0.527891, chain 0.527892
300 K flat: phase 0.771401, chain 0.771401
barrier minus flat at 300 K -0.24351
barrier minus flat at 0 K -0.25929
NEGLECTED EFFECTS
peak field 4.552 MV/cm
image-force lowering estimate 0.237 eV
with image potential: transmission 2.3643e-02
with image potential: excess DOS 2.9045 1/eV
heavy valley, mass 0.9 m0: T 2.6724e-04
heavy valley: excess DOS 4.5653 1/eV
thermal average transmission 1.5858e-02
T with half the kinetic energy transverse 8.9427e-03
WKB exponent: one-band 4.188, two-band 3.503
rough gap 1.1 eV, bending/gap 0.609
bulk electron density at 300 K 1.132e+20 cm^-3
Thomas-Fermi screening length 0.549 nm
mean dopant spacing 2.154 nm
OK
```
